# Layer-resolved density of states and evanescent tails at a semiconductor-insulator junction: a program that tests the result

```python
"""
Layer-resolved density of states (DOS) of a semiconductor-insulator chain.

Result under test: for an energy E in the insulator gap and in a semiconductor
band, the DOS of insulator layer n (n = 1, 2, ...) at vanishing broadening is
    rho_n = rho_1 * exp(-2*kappa*a*(n-1)),
    4 t^2 sinh^2(kappa a/2) = Delta^2 - (E-E0)^2.
Each layer is a cell with sites A, B at E0-Delta, E0+Delta; t is the hopping,
a the cell length, 2*Delta the gap. The semiconductor ends on B, the insulator
starts on A. Energies in eV from the semiconductor valence edge, lengths in nm,
DOS per eV, per cell and per spin. eta is the imaginary part of the energy.
"""
from collections import namedtuple
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq

Material = namedtuple("Material", "center half_gap hop cell")
SI = Material(0.55, 0.55, 1.7, 0.27)
OX = Material(-0.20, 4.50, 2.8, 0.30)
T_INT = 2.2
E_REF = 1.30
ETA = 1e-7
HB2_M = const.hbar**2 / (const.m_e * const.e) * 1e18      # eV nm^2
KT = const.k * 300.0 / const.e


def levels(mat):
    return mat.center - mat.half_gap, mat.center + mat.half_gap


def cell_matrix(mat):
    low, high = levels(mat)
    return np.array([[low, mat.hop], [mat.hop, high]])


def link(hop):
    """Coupling from site B of one cell to site A of the next cell."""
    return np.array([[0.0, 0.0], [hop, 0.0]])


def surface_green(z, onsite, inward):
    """Decimation for a semi-infinite lead; inward couples to its interior."""
    alpha, beta = inward.astype(complex), inward.T.astype(complex)
    surface, bulk = onsite.astype(complex), onsite.astype(complex)
    unit = np.eye(2)
    for _ in range(100):
        g = np.linalg.inv(z * unit - bulk)
        ab, ba = alpha @ g @ beta, beta @ g @ alpha
        surface = surface + ab
        bulk = bulk + ab + ba
        alpha, beta = alpha @ g @ alpha, beta @ g @ beta
        if max(abs(alpha).max(), abs(beta).max()) < 1e-15:
            return np.linalg.inv(z * unit - surface)
    raise RuntimeError("decimation did not converge")


def solve_layers(energy, eta=ETA, n_ox=12, n_si=3, t_int=T_INT, si=SI,
                 shift=None, gate=False):
    """Total DOS and DOS injected from the left, per layer; transmission."""
    z, unit = energy + 1j * eta, np.eye(2)
    shift = np.zeros(n_ox) if shift is None else shift
    cells = [cell_matrix(si)] * n_si + [cell_matrix(OX) + s * unit for s in shift]
    links = ([link(si.hop)] * (n_si - 1) + [link(t_int)]
             + [link(OX.hop)] * (n_ox - 1))
    t_left = link(si.hop)
    sig_l = t_left.T @ surface_green(z, cell_matrix(si), t_left.T) @ t_left
    if gate:
        joint = link(t_int)
        g_lead = surface_green(z, cell_matrix(si), link(si.hop))
    else:
        joint = link(OX.hop)
        g_lead = surface_green(z, cell_matrix(OX) + shift[-1] * unit, joint)
    sig_r = joint @ g_lead @ joint.T
    gam_l = 1j * (sig_l - sig_l.conj().T)
    gam_r = 1j * (sig_r - sig_r.conj().T)
    count = len(cells)
    partial = [None] * count
    self_energy = sig_r
    for n in range(count - 1, -1, -1):
        extra = sig_l if n == 0 else 0.0
        partial[n] = np.linalg.inv(z * unit - cells[n] - self_energy - extra)
        if n:
            self_energy = links[n - 1] @ partial[n] @ links[n - 1].T
    diagonal = column = partial[0]
    total, injected = [], []
    for n in range(count):
        if n:
            g, t = partial[n], links[n - 1]
            diagonal = g + g @ t.T @ diagonal @ t @ g
            column = g @ t.T @ column
        total.append(-np.trace(diagonal).imag / np.pi)
        injected.append(np.trace(column @ gam_l @ column.conj().T).real
                        / (2 * np.pi))
    trans = np.trace(gam_r @ column @ gam_l @ column.conj().T).real
    return np.array(total), np.array(injected), trans


def kappa(energy):
    """Complex band of the insulator, in 1/nm."""
    x = energy - OX.center
    return 2 / OX.cell * np.arcsinh(np.sqrt(OX.half_gap**2 - x**2) / (2 * OX.hop))


def kappa_transfer(energy):
    """The same constant from the eigenvalues of the cell transfer matrix."""
    low, high = levels(OX)
    steps = [np.array([[(energy - e) / OX.hop, -1.0], [1.0, 0.0]])
             for e in (low, high)]
    return -np.log(min(abs(np.linalg.eigvals(steps[1] @ steps[0])))) / OX.cell


def first_layer_dos(energy, t_int=T_INT):
    """Closed form of the DOS of insulator layer 1 for eta -> 0."""
    low, high = levels(OX)
    lam = -np.exp(-kappa(energy) * OX.cell)
    g_ox = (1 + lam) / (energy - low)
    beta = OX.hop * (1 + lam) / (energy - high)
    s_low, s_high = levels(SI)
    half_sum = (energy - s_low) * (energy - s_high) / (2 * SI.hop**2) - 1
    lam_si = half_sum + 1j * np.sqrt(1 - half_sum**2)
    g_si = (1 + lam_si) / (energy - s_high)
    if g_si.imag > 0:
        g_si = g_si.conjugate()
    rho_last = -(1 / (1 / g_si - t_int**2 * g_ox)).imag / np.pi
    return t_int**2 * g_ox**2 * (1 + beta**2) * rho_last


def floor_dos(energy, eta):
    """DOS that the broadening alone gives to a deep insulator layer."""
    x = energy - OX.center
    p = OX.half_gap**2 - x**2
    d = p * (p + 4 * OX.hop**2)
    return 2 * eta / np.pi * (d + 2 * x**2 * (p + 2 * OX.hop**2)) / d**1.5


def edge_mass(mat):
    return HB2_M * mat.half_gap / (mat.hop * mat.cell)**2


def finite_chain(n_si, n_ox, reverse=False):
    pair = levels(OX)[::-1] if reverse else levels(OX)
    diag = np.concatenate([np.tile(levels(SI), n_si), np.tile(pair, n_ox)])
    off = np.concatenate([np.full(2 * n_si - 1, SI.hop), [T_INT],
                          np.full(2 * n_ox - 1, OX.hop)])
    return eigh_tridiagonal(diag, off)


def apparent_kappa(dos, first, last):
    """Decay constant read from insulator layers first..last (dos[0]: layer 1)."""
    return (np.log(dos[first - 1] / dos[last - 1])
            / (2 * OX.cell * (last - first)))


# Edge mass against the numerical curvature of the band.
for mat in (SI, OX):
    def upper_band(q, m=mat):
        phase = np.exp(1j * (np.pi + q * m.cell))
        h = cell_matrix(m).astype(complex)
        h[0, 1] += m.hop / phase
        h[1, 0] += m.hop * phase
        return np.linalg.eigvalsh(h)[1]
    dq = 0.01
    curvature = (upper_band(dq) - 2 * upper_band(0) + upper_band(-dq)) / dq**2
    assert abs(HB2_M / curvature / edge_mass(mat) - 1) < 1e-3

# Recursion against the eigenstates of a long finite chain, same broadening.
n_long, wide = 800, 0.02
values, vectors = finite_chain(n_long, 60)
cell_weight = (vectors**2).reshape(n_long + 60, 2, -1).sum(axis=1)
eigen_error = 0.0
for energy in (-0.6, 0.5, E_REF):
    lorentz = wide / np.pi / ((energy - values)**2 + wide**2)
    direct = cell_weight[n_long - 3:n_long + 5] @ lorentz
    recursive = solve_layers(energy, eta=wide)[0][:8]
    eigen_error = max(eigen_error, np.max(abs(recursive / direct - 1)))
assert eigen_error < 1e-6
states_normal = int(np.sum((values > 1e-4) & (values < 2 * SI.half_gap - 1e-6)))
assert states_normal == 0

# Tail slope and prefactor over both semiconductor bands.
slope_error = prefactor_error = 0.0
for energy in (-2.5, -1.0, -0.2, 1.15, E_REF, 2.5, 3.9):
    tail = solve_layers(energy)[1][3:]
    reference = kappa_transfer(energy)
    assert abs(kappa(energy) / reference - 1) < 1e-9
    slope_error = max(slope_error, abs(apparent_kappa(tail, 1, 8) / reference - 1))
    prefactor_error = max(prefactor_error, abs(tail[0] / first_layer_dos(energy) - 1))
assert slope_error < 1e-5 and prefactor_error < 1e-4

total_ref, injected_ref, _ = solve_layers(E_REF)
tail_ref = injected_ref[3:]
assert np.max(abs(total_ref[3:5] / tail_ref[:2] - 1)) < 1e-4
k_ref = kappa(E_REF)

# The interface changes the amplitude, not the slope.
bump = np.zeros(12)
bump[0] = 1.0
heavy = SI._replace(hop=np.sqrt(HB2_M * SI.half_gap / 0.92) / SI.cell)
weak_tail = solve_layers(E_REF, t_int=0.8)[1][3:]
bump_tail = solve_layers(E_REF, shift=bump)[1][3:]
heavy_tail = solve_layers(E_REF, si=heavy)[1][3:]
for changed in (weak_tail, bump_tail, heavy_tail):
    assert abs(apparent_kappa(changed, 2, 8) / k_ref - 1) < 1e-5
    assert abs(changed[1] / tail_ref[1] - 1) > 0.05

# Broadening floor and the layer where it overtakes the tail.
eta_big = 1e-3
total_big, injected_big, _ = solve_layers(E_REF, eta=eta_big, n_ox=25)
floor_big = floor_dos(E_REF, eta_big)
assert abs(total_big[3 + 19] / floor_big - 1) < 1e-3
crossing = 1 + np.log(first_layer_dos(E_REF) / floor_big) / (2 * k_ref * OX.cell)
rest = (total_big - injected_big)[3:]
below, above = int(np.floor(crossing)), int(np.ceil(crossing))
assert injected_big[3 + below - 1] > rest[below - 1]
assert injected_big[3 + above - 1] < rest[above - 1]

# Deep insulator layers show the insulator's own band edges.
deep = {e: solve_layers(e, eta=0.005, n_ox=200)[0][-1]
        for e in (-4.75, -4.65, 4.25, 4.35)}
assert deep[4.35] > 10 * deep[4.25] and deep[-4.75] > 10 * deep[-4.65]

# Reversed insulator order: one bound state in the common central gap.
def bound_condition(energy):
    s_x = energy - SI.center
    k_si = 2 * np.arcsinh(np.sqrt(SI.half_gap**2 - s_x**2) / (2 * SI.hop))
    g_si = (1 - np.exp(-k_si)) / (energy - levels(SI)[1])
    g_ox = (1 - np.exp(-kappa(energy) * OX.cell)) / (energy - levels(OX)[1])
    return 1 - T_INT**2 * g_si * g_ox


e_bound = brentq(bound_condition, 1e-6, 2 * SI.half_gap - 1e-9, xtol=1e-13)
n_rev = 500
values_r, vectors_r = finite_chain(n_rev, 40, reverse=True)
inside = np.where((values_r > 1e-4) & (values_r < 2 * SI.half_gap - 1e-6))[0]
assert len(inside) == 1 and abs(values_r[inside[0]] - e_bound) < 1e-9
bound_weight = (vectors_r[:, inside[0]]**2).reshape(-1, 2).sum(axis=1)[n_rev:]
k_bound_chain = apparent_kappa(bound_weight, 1, 5)
assert abs(k_bound_chain / kappa(e_bound) - 1) < 1e-6

# Second electrode: thickness law of the transmission.
gate_total, _, trans_7 = solve_layers(E_REF, n_ox=7, gate=True)
trans_14 = solve_layers(E_REF, n_ox=14, gate=True)[2]
k_trans = np.log(trans_7 / trans_14) / (2 * 7 * OX.cell)
assert abs(k_trans / k_ref - 1) < 1e-5
gate_ratio = gate_total[3:] / tail_ref[:7]

# Sizes of neglected effects.
field = 0.5                                                # V/nm = 5 MV/cm
tilt = -field * OX.cell * (np.arange(12) + 0.5)
k_field = apparent_kappa(solve_layers(E_REF, shift=tilt)[1][3:], 1, 5)
eps_ox, eps_si, x_image = 3.9, 11.7, 0.5
image = (const.e / (16 * np.pi * const.epsilon_0 * eps_ox * x_image * 1e-9)
         * (eps_si - eps_ox) / (eps_si + eps_ox))
k_par_thermal = np.sqrt(2 * edge_mass(SI) * KT / HB2_M)
k_par_valley = 0.85 * 2 * np.pi / 0.54
barrier = levels(OX)[1] - E_REF
k_parabolic = np.sqrt(2 * edge_mass(OX) * barrier / HB2_M)

print(f"semiconductor: gap {2*SI.half_gap:.2f} eV, hopping {SI.hop:.2f} eV, cell {SI.cell:.2f} nm")
print(f"insulator: gap {2*OX.half_gap:.2f} eV, hopping {OX.hop:.2f} eV, cell {OX.cell:.2f} nm")
print(f"gap centres: semiconductor {SI.center:.2f} eV, insulator {OX.center:.2f} eV")
print(f"junction hopping {T_INT:.2f} eV; default eta {ETA:.0e} eV")
print(f"conduction offset {levels(OX)[1]-levels(SI)[1]:.2f} eV, "
      f"valence offset {levels(SI)[0]-levels(OX)[0]:.2f} eV")
print(f"edge masses: semiconductor {edge_mass(SI):.3f}, insulator {edge_mass(OX):.3f} m0")
print(f"reference energy {E_REF:.2f} eV, barrier {barrier:.2f} eV")
print(f"kappa from complex band {k_ref:.5f} 1/nm")
print(f"kappa from layer DOS, layers 1-8 {apparent_kappa(tail_ref, 1, 8):.5f} 1/nm")
print(f"DOS decay length 1/(2 kappa) {1/(2*k_ref):.4f} nm")
print(f"DOS factor per layer {np.exp(-2*k_ref*OX.cell):.5f}")
print(f"parabolic-band kappa {k_parabolic:.3f} 1/nm")
print(f"largest kappa {kappa(OX.center):.4f} 1/nm at {OX.center:.2f} eV")
print(f"closed-form layer-1 DOS {first_layer_dos(E_REF):.5e} 1/eV")
print("total DOS in 1/eV: last semiconductor layer, then insulator layers 1-5")
for energy in (-0.5, 0.55, E_REF, 2.5):
    row = solve_layers(energy)[0][2:8]
    print(f"  E {energy:5.2f} eV: " + " ".join(f"{v:.3e}" for v in row))
print("injected DOS at reference energy, layers 1-6, 1/eV:")
print("  " + " ".join(f"{v:.4e}" for v in tail_ref[:6]))
for energy in (-0.5, 2.5):
    tail = solve_layers(energy)[1][3:]
    print(f"E {energy:5.2f} eV: kappa band {kappa(energy):.5f}, "
          f"layers {apparent_kappa(tail, 1, 8):.5f} 1/nm")
print(f"largest relative error: slope {slope_error:.1e}, prefactor {prefactor_error:.1e}")
print(f"largest relative error against eigenstates {eigen_error:.1e} (eta {wide} eV)")
print(f"floor at eta {eta_big:.0e} eV: formula {floor_big:.4e}, layer 20 {total_big[22]:.4e} 1/eV")
print(f"floor overtakes tail at layer {crossing:.2f}")
for eta in (1e-3, 1e-5, 1e-7, 1e-9):
    total = solve_layers(E_REF, eta=eta)[0][3:]
    print(f"kappa from total DOS, layers 1-5, eta {eta:.0e} eV: "
          f"{apparent_kappa(total, 1, 5):.4f} 1/nm")
print(f"deep-layer DOS at 4.25, 4.35 eV: {deep[4.25]:.4f}, {deep[4.35]:.4f} 1/eV")
print(f"deep-layer DOS at -4.65, -4.75 eV: {deep[-4.65]:.4f}, {deep[-4.75]:.4f} 1/eV")
print(f"layer-2 DOS ratio, junction hopping 0.8 eV: {weak_tail[1]/tail_ref[1]:.3f}")
print(f"layer-2 DOS ratio, layer 1 raised 1 eV: {bump_tail[1]/tail_ref[1]:.3f}")
print(f"layer-2 DOS ratio, semiconductor mass {edge_mass(heavy):.2f} m0: "
      f"{heavy_tail[1]/tail_ref[1]:.3f}")
print(f"central-gap bound states: stated order {states_normal}, reversed {len(inside)}")
print(f"reversed order: bound energy {e_bound:.5f} eV")
print(f"  its kappa: band {kappa(e_bound):.5f}, eigenstate {k_bound_chain:.5f} 1/nm")
print(f"second electrode at {7*OX.cell:.1f} nm: DOS ratio layer 4 {gate_ratio[3]:.4f}, "
      f"layer 7 {gate_ratio[6]:.3e}")
print(f"transmission: {7*OX.cell:.1f} nm {trans_7:.3e}, {14*OX.cell:.1f} nm {trans_14:.3e}")
print(f"kappa from transmission {k_trans:.5f} 1/nm")
print(f"field {field*10:.0f} MV/cm: kappa over layers 1-5 {k_field:.4f} 1/nm")
print(f"image lowering at {x_image} nm (eps {eps_ox}, {eps_si}): {image:.4f} eV, "
      f"kappa {kappa(E_REF+image):.4f} 1/nm")
print(f"kT at 300 K {KT:.5f} eV; kappa at E+kT {kappa(E_REF+KT):.4f} 1/nm")
print(f"thermal parallel k {k_par_thermal:.3f} 1/nm: kappa "
      f"{np.hypot(k_ref, k_par_thermal):.4f} 1/nm")
print(f"off-axis valley k {k_par_valley:.2f} 1/nm, if conserved: kappa about "
      f"{np.hypot(k_ref, k_par_valley):.1f} 1/nm")
print("done: every assertion held")
```

It prints:

```
semiconductor: gap 1.10 eV, hopping 1.70 eV, cell 0.27 nm
insulator: gap 9.00 eV, hopping 2.80 eV, cell 0.30 nm
gap centres: semiconductor 0.55 eV, insulator -0.20 eV
junction hopping 2.20 eV; default eta 1e-07 eV
conduction offset 3.20 eV, valence offset 4.70 eV
edge masses: semiconductor 0.199, insulator 0.486 m0
reference energy 1.30 eV, barrier 3.00 eV
kappa from complex band 4.66152 1/nm
kappa from layer DOS, layers 1-8 4.66152 1/nm
DOS decay length 1/(2 kappa) 0.1073 nm
DOS factor per layer 0.06100
parabolic-band kappa 6.186 1/nm
largest kappa 4.9030 1/nm at -0.20 eV
closed-form layer-1 DOS 3.45322e-02 1/eV
total DOS in 1/eV: last semiconductor layer, then insulator layers 1-5
  E -0.50 eV: 2.560e-01 1.592e-02 8.450e-04 4.484e-05 2.381e-06 1.282e-07
  E  0.55 eV: 2.632e-08 3.927e-09 2.190e-09 2.093e-09 2.088e-09 2.088e-09
  E  1.30 eV: 3.206e-01 3.453e-02 2.106e-03 1.285e-04 7.840e-06 4.806e-07
  E  2.50 eV: 3.718e-01 2.889e-02 2.566e-03 2.280e-04 2.026e-05 1.804e-06
injected DOS at reference energy, layers 1-6, 1/eV:
  3.4532e-02 2.1064e-03 1.2849e-04 7.8375e-06 4.7807e-07 2.9162e-08
E -0.50 eV: kappa band 4.89374, layers 4.89374 1/nm
E  2.50 eV: kappa band 4.03484, layers 4.03484 1/nm
largest relative error: slope 9.1e-15, prefactor 1.7e-06
largest relative error against eigenstates 9.0e-11 (eta 0.02 eV)
floor at eta 1e-03 eV: formula 2.5001e-05, layer 20 2.5001e-05 1/eV
floor overtakes tail at layer 3.59
kappa from total DOS, layers 1-5, eta 1e-03 eV: 3.0042 1/nm
kappa from total DOS, layers 1-5, eta 1e-05 eV: 4.4862 1/nm
kappa from total DOS, layers 1-5, eta 1e-07 eV: 4.6593 1/nm
kappa from total DOS, layers 1-5, eta 1e-09 eV: 4.6615 1/nm
deep-layer DOS at 4.25, 4.35 eV: 0.0385, 0.7744 1/eV
deep-layer DOS at -4.65, -4.75 eV: 0.0385, 0.7748 1/eV
layer-2 DOS ratio, junction hopping 0.8 eV: 0.210
layer-2 DOS ratio, layer 1 raised 1 eV: 0.774
layer-2 DOS ratio, semiconductor mass 0.92 m0: 0.897
central-gap bound states: stated order 0, reversed 1
reversed order: bound energy 0.84570 eV
  its kappa: band 4.78810, eigenstate 4.78810 1/nm
second electrode at 2.1 nm: DOS ratio layer 4 1.6200, layer 7 1.203e+07
transmission: 2.1 nm 1.091e-08, 4.2 nm 3.429e-17
kappa from transmission 4.66152 1/nm
field 5 MV/cm: kappa over layers 1-5 4.5599 1/nm
image lowering at 0.5 nm (eps 3.9, 11.7): 0.0923 eV, kappa 4.6294 1/nm
kT at 300 K 0.02585 eV; kappa at E+kT 4.6528 1/nm
thermal parallel k 0.367 1/nm: kappa 4.6760 1/nm
off-axis valley k 9.89 1/nm, if conserved: kappa about 10.9 1/nm
done: every assertion held
```
